# Jamming of oxygen on a square lattice under the eight-site rule: a program that tests the result

```python
"""Jamming of O2 on a square lattice under the eight-site rule.

Result under test: diagonal pairs that need eight empty sites jam at a much
lower coverage than nearest-neighbour dimers, because of neighbour exclusion.
Symbols: theta = atoms per site; k = arrival rate per placement (two
placements per site); P = fraction of placements open; S_n = coefficients in
P = sum S_n (-k t)^n / n!. A placement is a pair of sites offered to a molecule.
"""
from functools import lru_cache
from math import exp, factorial, log, pi, sqrt
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(20240611)
DIAGONAL = [(1, 1), (1, -1)]
BOND = [(1, 0), (0, 1)]
SINGLE = [(0, 0)]
SELF = [(0, 0)]
CROSS = [(0, 0), (1, 0), (-1, 0), (0, 1), (0, -1)]
# Literal rule: two atom sites first, then the six adjacent sites.
EIGHT = [(0, 0), (1, 1), (1, 0), (0, 1), (-1, 0), (0, -1), (2, 1), (1, 2)]
EIGHT_SHAPES = [EIGHT, [(x, -y) for x, y in EIGHT]]
DIMER_SHAPES = [[(0, 0), (1, 0)], [(0, 0), (0, 1)]]


def shifted(L, offset):
    x, y = np.divmod(np.arange(L * L), L)
    return ((x + offset[0]) % L) * L + (y + offset[1]) % L


def need_table(L, shapes):
    """Sites that must be empty, one row per placement."""
    return np.concatenate(
        [np.stack([shifted(L, d) for d in shape], axis=1) for shape in shapes])


def make_model(L, partners, reach):
    first = np.tile(np.arange(L * L), len(partners))
    second = np.concatenate([shifted(L, d) for d in partners])
    closed = np.stack([shifted(L, d) for d in reach], axis=1).tolist()
    return first, second, first.tolist(), second.tolist(), closed


def fill_once(model, times):
    """Visit each placement once, in order of its first arrival."""
    _, _, first, second, closed = model
    free = bytearray(b"\x01") * len(closed)
    accepted = []
    for p in np.argsort(times).tolist():
        a = first[p]
        if free[a]:
            b = second[p]
            if free[b]:
                accepted.append(p)
                for s in closed[a]:
                    free[s] = 0
                for s in closed[b]:
                    free[s] = 0
    return np.array(accepted), free


def occupancy(model, accepted):
    occ = np.zeros(len(model[4]), dtype=bool)
    occ[model[0][accepted]] = True
    occ[model[1][accepted]] = True
    return occ


def run_many(L, partners, reach, runs):
    model = make_model(L, partners, reach)
    coverages, histories, free_parts = [], [], []
    for _ in range(runs):
        times = rng.exponential(size=len(model[0]))
        accepted, free = fill_once(model, times)
        coverages.append(occupancy(model, accepted).mean())
        histories.append((accepted, times[accepted]))
        free_parts.append(sum(free) / L**2)
    return model, np.array(coverages), histories, np.mean(free_parts)


def mean_error(values):
    return np.mean(values), np.std(values, ddof=1) / sqrt(len(values))


def agree(one, two, extra=0.0):
    return abs(one[0] - two[0]) < 4.5 * sqrt(one[1]**2 + two[1]**2) + extra


def exact_torus(L, shapes):
    """Exact mean jamming coverage by recursion over all surface states."""
    moves = []
    for row in need_table(L, shapes).tolist():
        moves.append((sum(1 << s for s in row), (1 << row[0]) | (1 << row[1])))

    @lru_cache(maxsize=None)
    def final_atoms(state):
        nexts = [state | fill for need, fill in moves if not state & need]
        if not nexts:
            return float(bin(state).count("1"))
        return sum(final_atoms(s) for s in nexts) / len(nexts)
    return final_atoms(0) / L**2


def hierarchy(shapes, order):
    """Coefficients S_n from the rate equations for sets of empty sites."""
    codes = [[x + 64 * y for x, y in shape] for shape in shapes]
    level, coeff = {frozenset(codes[0]): 1}, [1]
    for n in range(order):
        following, total = {}, 0
        for sites, weight in level.items():
            hits = {(s - back, o) for s in sites
                    for o, code in enumerate(codes) for back in code[:2]}
            total += weight * len(hits)
            if n < order - 1:
                for anchor, o in hits:
                    new = sites | {anchor + c for c in codes[o]}
                    following[new] = following.get(new, 0) + weight
        coeff.append(total)
        level = following
    return coeff


def open_at_time(model, histories, need, t):
    return mean_error([1 - occupancy(model, acc[tm < t])[need].any(axis=1).mean()
                       for acc, tm in histories])


def open_at_coverage(model, histories, need, theta):
    pairs = round(theta * len(model[4]) / 2)
    return np.mean([1 - occupancy(model, acc[:pairs])[need].any(axis=1).mean()
                    for acc, _ in histories])


# Large lattices: the two rules and two controls that separate the causes.
L = 240
m8, c8, h8, free8 = run_many(L, DIAGONAL, CROSS, 30)
m2, c2, h2, _ = run_many(L, BOND, SELF, 30)
_, c_diag, _, _ = run_many(L, DIAGONAL, SELF, 15)
_, c_single, _, _ = run_many(L, SINGLE, CROSS, 15)
_, c_small, _, _ = run_many(32, DIAGONAL, CROSS, 600)
eight, dimer = mean_error(c8), mean_error(c2)
diag, single, small = map(mean_error, (c_diag, c_single, c_small))
need8, need2 = need_table(L, EIGHT_SHAPES), need_table(L, DIMER_SHAPES)

# Final surfaces are jammed by the literal rules and obey exclusion.
one_blocked = []
for acc, _ in h8:
    occ = occupancy(m8, acc)
    assert occ[need8].any(axis=1).all()
    assert not any((occ & occ[shifted(L, d)]).any() for d in BOND)
    one_blocked.append(np.mean(~occ[need8[:, :2]].any(axis=1)
                               & (occ[need8[:, 2:]].sum(axis=1) == 1)))
one_blocked = np.mean(one_blocked)
for acc, _ in h2:
    assert occupancy(m2, acc)[need2].any(axis=1).all()
assert agree(diag, dimer)
assert agree(small, eight)
assert abs(single[0] - eight[0]) < 0.1 * (dimer[0] - eight[0])

# Exact small tori against the one-pass algorithm.
exact8, exact2 = exact_torus(5, EIGHT_SHAPES), exact_torus(4, DIMER_SHAPES)
torus8 = mean_error(run_many(5, DIAGONAL, CROSS, 12000)[1])
torus2 = mean_error(run_many(4, BOND, SELF, 12000)[1])
assert agree(torus8, (exact8, 0.0)) and agree(torus2, (exact2, 0.0))

# Dimers on a ring have a known closed form.
ring_n = 200000
ring_first = np.arange(ring_n)
ring_second = (ring_first + 1) % ring_n
ring = (ring_first, ring_second, ring_first.tolist(), ring_second.tolist(),
        [[s] for s in range(ring_n)])
ring_cov = mean_error([occupancy(ring, fill_once(
    ring, rng.exponential(size=ring_n))[0]).mean() for _ in range(6)])
ring_exact = 1 - exp(-2)
assert abs(ring_cov[0] - ring_exact) < 0.002


# Literal simulation: repeated random trials with all eight sites inspected.
def literal_run(size):
    table = need_table(size, EIGHT_SHAPES)
    rows = table.tolist()
    occ = np.zeros(size**2, dtype=bool)
    while not occ[table].any(axis=1).all():
        state = occ.tolist()
        for p in rng.integers(len(rows), size=len(rows)).tolist():
            row = rows[p]
            if not any([state[s] for s in row]):
                state[row[0]] = state[row[1]] = True
        occ = np.array(state)
    return occ.mean()


literal = mean_error([literal_run(48) for _ in range(30)])
assert agree(literal, eight)

# Early sticking: hierarchy against open placements counted on surfaces.
series8, series2 = hierarchy(EIGHT_SHAPES, 4), hierarchy(DIMER_SHAPES, 4)
early = []
for model, hist, need, series, t in ((m8, h8, need8, series8, 0.01),
                                     (m2, h2, need2, series2, 0.03)):
    predicted = sum(s * (-t)**n / factorial(n) for n, s in enumerate(series))
    measured = open_at_time(model, hist, need, t)
    assert agree(measured, (predicted, 0.0), 5e-4)   # truncated next order
    slope = series[1] / 4
    curve = (series[2] - series[1]**2) / 32
    at_two_percent = open_at_coverage(model, hist, need, 0.02)
    assert abs(at_two_percent - (1 - slope * 0.02 + curve * 0.02**2)) < 5e-4
    early.append((t, predicted, measured[0], slope, curve))

# Late stage: isolated openings must fill with rate k.
all8 = np.concatenate([tm for _, tm in h8])
all2 = np.concatenate([tm for _, tm in h2])
tail8, tail2 = [log(np.sum(a > 4) / np.sum(a > 6)) / 2 for a in (all8, all2)]
assert abs(tail8 - 1) < 0.15 and abs(tail2 - 1) < 0.15
kt90, kt99 = np.quantile(all8, [0.90, 0.99])
kt99_dimer = np.quantile(all2, 0.99)


# Neglected hopping: attempted hops, each followed by renewed adsorption.
def hopping_gain(size, chunks):
    model = make_model(size, DIAGONAL, CROSS)
    table = need_table(size, EIGHT_SHAPES)
    near = np.array(model[4])[:, 1:]
    acc, _ = fill_once(model, rng.exponential(size=2 * size**2))
    occ = occupancy(model, acc)
    start, gains = occ.mean(), []
    for _ in range(chunks):
        atoms = np.flatnonzero(occ)
        chosen = rng.choice(atoms, size=len(atoms) // 10, replace=False)
        for a, d in zip(chosen, rng.integers(4, size=len(chosen))):
            target = near[a, d]
            if not occ[target] and occ[near[target]].sum() == 1:
                occ[a], occ[target] = False, True
        for p in rng.permutation(np.flatnonzero(~occ[table].any(axis=1))):
            if not occ[table[p]].any():
                occ[table[p, :2]] = True
        gains.append(occ.mean() - start)
    assert not any((occ & occ[shifted(size, d)]).any() for d in BOND)
    return gains


gains = np.mean([hopping_gain(120, 100) for _ in range(3)], axis=0)
assert 0 < gains[0] < gains[9] < gains[99] < 0.5 - eight[0]

# Rough Pd(100) dosing example.
lattice_nm, pressure_torr, gas_K, surface_K = 0.389, 1e-8, 300.0, 130.0
sticking0, attempt = 0.8, 1e13
hop_eV, dissociate_eV, desorb_eV = 0.50, 0.20, 0.35
kB_eV = const.k / const.e
site_density = 2 / (lattice_nm * 1e-9)**2
mass = 31.998 * const.atomic_mass
flux = pressure_torr * const.torr / sqrt(2 * pi * mass * const.k * gas_K)
rate = sticking0 * flux / (2 * site_density)
time90, time99 = kt90 / rate, kt99 / rate
hops = 4 * attempt * exp(-hop_eV / (kB_eV * surface_K)) * time99
hop_temperature = hop_eV / (kB_eV * log(4 * attempt * time99))
split_time = exp(dissociate_eV / (kB_eV * surface_K)) / attempt
molecule_life = exp(desorb_eV / (kB_eV * surface_K)) / attempt
molecular_coverage = 2 * rate * molecule_life
breach = 0.01
creep = 4 * breach * one_blocked * kt99

print(f"Lattice side, runs per main rule: {L} sites, {len(c8)}")
print(f"Eight-site jamming: {eight[0]:.5f} +/- {eight[1]:.5f} ML")
print(f"NN-dimer jamming: {dimer[0]:.5f} +/- {dimer[1]:.5f} ML")
print(f"Ratio eight-site/dimer: {eight[0] / dimer[0]:.4f}")
print(f"Eight-site fraction of 1/2 ceiling: {2 * eight[0]:.4f}")
print(f"Diagonal pairs, no exclusion: {diag[0]:.5f} +/- {diag[1]:.5f} ML")
print(f"Single atoms, exclusion: {single[0]:.5f} +/- {single[1]:.5f} ML")
print(f"Eight-site, side 32: {small[0]:.5f} +/- {small[1]:.5f} ML")
print(f"Literal trials, side 48: {literal[0]:.5f} +/- {literal[1]:.5f} ML")
print(f"Sites still open to a single atom, eight-site: {free8:.5f} per site")
print(f"5x5 eight-site exact, simulated: {exact8:.5f}, {torus8[0]:.5f} ML")
print(f"4x4 dimer exact, simulated: {exact2:.5f}, {torus2[0]:.5f} ML")
print(f"Dimer ring exact, simulated: {ring_exact:.5f}, {ring_cov[0]:.5f} ML")
print("Eight-site S0..S4:", *series8)
print("Dimer S0..S4:", *series2)
for name, (t, pred, meas, slope, curve) in zip(("Eight-site", "Dimer"), early):
    print(f"{name} P at kt={t}: series {pred:.5f}, simulated {meas:.5f}")
    print(f"{name} P(theta): linear -{slope:.4f}, quadratic {curve:+.4f}")
for theta in (0.05, 0.10, 0.20, 0.30):
    p8 = open_at_coverage(m8, h8, need8, theta)
    p2 = open_at_coverage(m2, h2, need2, theta)
    print(f"P at {theta:.2f} ML: eight-site {p8:.5f}, dimer {p2:.5f}")
print(f"Late rate / k: eight-site {tail8:.3f}, dimer {tail2:.3f}")
print(f"kt at 90%, 99% of eight-site jamming: {kt90:.3f}, {kt99:.3f}")
print(f"kt at 99% of dimer jamming: {kt99_dimer:.3f}")
print(f"Rough Pd lattice constant: {lattice_nm:.3f} nm")
print(f"O2 pressure: {pressure_torr:.1e} Torr")
print(f"Gas, surface temperature: {gas_K:.0f}, {surface_K:.0f} K")
print(f"Rough clean-surface sticking: {sticking0:.1f}")
print(f"Site density: {site_density * 1e-4:.3e} cm^-2")
print(f"O2 flux: {flux * 1e-4:.3e} cm^-2 s^-1")
print(f"Arrival rate k per placement: {rate:.3e} s^-1")
print(f"Time to 90%, 99% of jamming: {time90:.0f}, {time99:.0f} s")
print(f"Exposure to 99%: {pressure_torr * time99 * 1e6:.1f} L (1e-6 Torr s)")
print(f"Jammed O density: {eight[0] * site_density * 1e-4:.3e} cm^-2")
print(f"Rough attempt frequency: {attempt:.0e} s^-1")
print(f"Rough hop, dissociation, O2 desorption barriers: "
      f"{hop_eV:.2f}, {dissociate_eV:.2f}, {desorb_eV:.2f} eV")
print(f"Attempted hops per atom in 99% dose: {hops:.2e}")
print(f"Gain after 0.1, 1, 10 attempted hops per atom: "
      f"{gains[0]:.4f}, {gains[9]:.4f}, {gains[99]:.4f} ML")
print(f"Temperature for one attempted hop per dose: {hop_temperature:.0f} K")
print(f"Dissociation time: {split_time:.2e} s")
print(f"Undissociated O2 lifetime: {molecule_life:.2f} s")
print(f"Upper estimate of O2 coverage: {molecular_coverage:.4f} per site")
print(f"Jammed placements with one blocked neighbour: {one_blocked:.4f}")
print(f"Relative sticking assumed for these: {breach:.2f}")
print(f"Initial-rate creep over another 99% dose: {creep:.4f} ML")
print("every check passed")
```

Output:

```
Lattice side, runs per main rule: 240 sites, 30
Eight-site jamming: 0.36190 +/- 0.00022 ML
NN-dimer jamming: 0.90688 +/- 0.00018 ML
Ratio eight-site/dimer: 0.3991
Eight-site fraction of 1/2 ceiling: 0.7238
Diagonal pairs, no exclusion: 0.90676 +/- 0.00028 ML
Single atoms, exclusion: 0.36414 +/- 0.00023 ML
Eight-site, side 32: 0.36155 +/- 0.00033 ML
Literal trials, side 48: 0.36111 +/- 0.00097 ML
Sites still open to a single atom, eight-site: 0.04209 per site
5x5 eight-site exact, simulated: 0.33800, 0.33809 ML
4x4 dimer exact, simulated: 0.92750, 0.92759 ML
Dimer ring exact, simulated: 0.86466, 0.86479 ML
Eight-site S0..S4: 1 24 854 39030 2150022
Dimer S0..S4: 1 7 67 803 11467
Eight-site P at kt=0.01: series 0.79709, simulated 0.79680
Eight-site P(theta): linear -6.0000, quadratic +8.6875
Dimer P at kt=0.03: series 0.81692, simulated 0.81617
Dimer P(theta): linear -1.7500, quadratic +0.5625
P at 0.05 ML: eight-site 0.72217, dimer 0.91391
P at 0.10 ML: eight-site 0.49079, dimer 0.83073
P at 0.20 ML: eight-site 0.17231, dimer 0.67340
P at 0.30 ML: eight-site 0.02994, dimer 0.52891
Late rate / k: eight-site 0.953, dimer 1.016
kt at 90%, 99% of eight-site jamming: 0.803, 2.753
kt at 99% of dimer jamming: 3.002
Rough Pd lattice constant: 0.389 nm
O2 pressure: 1.0e-08 Torr
Gas, surface temperature: 300, 130 K
Rough clean-surface sticking: 0.8
Site density: 1.322e+15 cm^-2
O2 flux: 3.585e+12 cm^-2 s^-1
Arrival rate k per placement: 1.085e-03 s^-1
Time to 90%, 99% of jamming: 740, 2537 s
Exposure to 99%: 25.4 L (1e-6 Torr s)
Jammed O density: 4.783e+14 cm^-2
Rough attempt frequency: 1e+13 s^-1
Rough hop, dissociation, O2 desorption barriers: 0.50, 0.20, 0.35 eV
Attempted hops per atom in 99% dose: 4.19e-03
Gain after 0.1, 1, 10 attempted hops per atom: 0.0002, 0.0079, 0.0384 ML
Temperature for one attempted hop per dose: 148 K
Dissociation time: 5.67e-06 s
Undissociated O2 lifetime: 3.70 s
Upper estimate of O2 coverage: 0.0080 per site
Jammed placements with one blocked neighbour: 0.0294
Relative sticking assumed for these: 0.01
Initial-rate creep over another 99% dose: 0.0032 ML
every check passed
```
